# Unfolding weights from supercell plane-wave coefficients and their sum rule

## The decision this settles

A band structure computed in a disordered supercell has many levels at each supercell wavevector. Before a conduction mass is fitted, one must decide which levels belong to which momentum of the underlying crystal, and whether any of them still has a well-defined momentum. The weights derived here answer both questions. They need only the supercell coefficients and the integer matrix relating the two cells; no primitive-cell eigenstates have to be computed. Their total checks the normalisation of the coefficients and, unless these have been rescaled, their completeness.

## Cells, momenta and conventions

Write the primitive lattice vectors as the rows of a matrix $a$ and the supercell vectors as the rows of $A$, with

$$A=Ma,\qquad N=|\det M|,$$

where $M$ is an integer matrix and $N$ is the number of primitive cells in the supercell. If the supercell has been strained, the reference primitive cell is $a=M^{-1}A$, not the unstrained one.

The reciprocal vectors, also rows, are $b=2\pi a^{-T}$ and $B=2\pi A^{-T}$. Since $A^{-T}=M^{-T}a^{-T}$,

$$B=M^{-T}b,\qquad b=M^{T}B .$$

A supercell reciprocal vector is $G=n^{T}B$ with an integer column $n$. A primitive one is $g=h^{T}b=h^{T}M^{T}B=(Mh)^{T}B$ with an integer column $h$. Every $g$ is therefore also a $G$, and $G$ is a primitive reciprocal vector if and only if $M^{-1}n$ is integer.

Put two vectors $G$ in the same class when they differ by some $g$. Each class is a shifted copy of the primitive reciprocal lattice, so it has one point per primitive reciprocal-cell volume. All the $G$ together have one point per supercell reciprocal-cell volume. The number of classes is the ratio of these volumes, $|\det b|/|\det B|=|\det M|=N$.

Choose one member $G_i$ from each class. The inequivalent primitive momenta that fold to the supercell wavevector $K$ are

$$k_i=K+G_i,\qquad i=1,\dots,N .$$

For code, the class label of $n$ is the integer vector

$$\ell(n)=N M^{-1}n \bmod N .$$

It is integer because $NM^{-1}$ is, up to a sign, the adjugate of $M$. Two labels agree when $M^{-1}(n-n')$ is integer, which is the class condition. If $K=\kappa^{T}B$, the momentum in primitive fractional coordinates is $M^{-1}(\kappa+n)$, up to an integer vector.

## From overlaps to squared coefficients

Let $\Omega$ be the supercell volume. A normalised supercell eigenstate is

$$\psi_{Km}(r)=\Omega^{-1/2}\sum_G C_{Km}(G)\,e^{i(K+G)\cdot r},\qquad \sum_G|C_{Km}(G)|^2=1 .$$

The second equation assumes orthonormal plane waves. Take any primitive-periodic Hamiltonian as a reference, and normalise its Bloch states on the same volume:

$$\phi_{k_in}(r)=\Omega^{-1/2}\sum_g D_n(g)\,e^{i(k_i+g)\cdot r}.$$

The unfolding weight is the part of $\psi_{Km}$ lying in the space of all reference bands at $k_i$:

$$W_{Km}(k_i)=\sum_n|\langle\phi_{k_in}|\psi_{Km}\rangle|^2 .$$

In the overlap, the integral over the supercell is

$$\frac1\Omega\int_\Omega e^{-i(k_i+g)\cdot r}e^{i(K+G)\cdot r}\,d^3r=\delta_{G,\,G_i+g},$$

because $k_i-K=G_i$ and the exponent contains a supercell reciprocal vector, whose average vanishes unless the vector is zero. Hence

$$\langle\phi_{k_in}|\psi_{Km}\rangle=\sum_g D_n(g)^*\,C_{Km}(G_i+g).$$

Squaring and summing over bands gives

$$W_{Km}(k_i)=\sum_{g,g'}\Big[\sum_nD_n(g)^*D_n(g')\Big]C_{Km}(G_i+g)\,C_{Km}(G_i+g')^* .$$

The reference eigenvectors form a unitary matrix when all bands in the basis are kept, so the bracket equals $\delta_{gg'}$. This leaves

$$\boxed{W_{Km}(k_i)=\sum_g|C_{Km}(G_i+g)|^2}$$

The reference potential has dropped out. If the band sum is truncated, each omitted term is non-negative, so the result is at most the full weight and depends on the reference crystal.

A finite cutoff does not spoil the argument if it acts on $|K+G|$. For $G=G_i+g$ this is $|k_i+g|$, so the supercell basis and the union of the primitive bases contain the same waves.

Each $G$ belongs to one class and to no other. Summing over the classes therefore counts every coefficient once:

$$\sum_{i=1}^N W_{Km}(k_i)=\sum_G|C_{Km}(G)|^2=1 .$$

This total runs over momenta for one eigenstate. It is not a sum over eigenstates at one momentum.

The formula was tested on an oblique two-dimensional lattice with rows $(3.0,0)$ and $(0.9,3.3)$ bohr and supercell rows $(2,1)$ and $(-1,2)$ in $M$, so that $N=5$. With a random supercell potential, 61 plane waves and two unrelated reference Hamiltonians, weights from real-space overlaps agreed with the squared coefficients to $7\times10^{-16}$ in absolute value.

## The same weight from translations

Define $(T_Rf)(r)=f(r+R)$ for a primitive translation $R$, and

$$P_{k_i}=\frac1N\sum_R e^{-ik_i\cdot R}T_R,$$

where $R$ runs over the $N$ primitive translations that differ modulo supercell translations. Acting on one plane wave, $T_R$ gives the factor $e^{i(K+G)\cdot R}$, so $P_{k_i}$ multiplies the wave by

$$\frac1N\sum_R e^{i(G-G_i)\cdot R}.$$

If $G-G_i$ is a primitive reciprocal vector, every term is one and the factor is one. Otherwise some $R_0$ has $e^{i(G-G_i)\cdot R_0}\ne1$. Replacing $R$ by $R+R_0$ only reorders the sum, yet multiplies it by this phase; the sum must vanish. Thus $P_{k_i}$ keeps the waves of class $i$ and removes the rest, and

$$W_{Km}(k_i)=\langle\psi_{Km}|P_{k_i}|\psi_{Km}\rangle
=\frac1N\sum_Re^{-ik_i\cdot R}\langle\psi_{Km}|T_R|\psi_{Km}\rangle .$$

The weight is the average, over all $N$ primitive translations, of the overlap between the state and its translated copy, with the Bloch phase of $k_i$ removed. One translation alone does not settle it: an equal mixture of two momenta can reproduce itself, up to a phase, under some translations, although each weight is one half. In the two-dimensional case above, explicit translations reproduced the weights to $4\times10^{-16}$.

## Two limits and a degeneracy

In an ordered supercell the Hamiltonian commutes with every $T_R$. A nondegenerate eigenstate is then an eigenstate of every translation, so one weight is one and the others are zero.

The opposite limit is a state whose translated copies are orthogonal to it, such as a state confined within one primitive cell. Only $R=0$ then contributes to the last equation, and every weight is $1/N$. Conversely, inverting the finite Fourier sum gives $\langle\psi|T_R|\psi\rangle=\sum_i e^{ik_i\cdot R}W(k_i)$. Equal weights therefore imply orthogonal translated copies, but do not by themselves prove that the state is confined to one cell.

Degenerate levels need more care. An eigensolver may return any unitary mixture $C'_m=\sum_{m'}C_{m'}U_{m'm}$ within the degenerate set. Individual weights can change with $U$ when the set contains different momenta, but

$$\sum_mW'_m(k_i)=\sum_{g}\sum_{m',m''}C_{m'}(G_i+g)C_{m''}(G_i+g)^*\sum_mU_{m'm}U^*_{m''m}=\sum_mW_m(k_i),$$

since the last sum over $m$ is $\delta_{m'm''}$. In the ordered chain described below, the two levels just above the conduction edge are degenerate. One standing wave built from them has weights 0.5000 and 0.5000 at two opposite momenta, although there is no disorder. Summed over the pair, each momentum has weight 1.0000. Weights should thus be added over degenerate levels before a fractional value is read as disorder.

## Why weak disorder removes weight

Let $|0\rangle$ be a nondegenerate state of the ordered supercell with momentum $k$, and let the Hamiltonian be $H_0+\lambda\,\delta V$. Choose the other ordered states $|s\rangle$ to have definite momenta. First-order perturbation theory gives

$$|\psi\rangle=|0\rangle+\lambda\sum_{s\ne0}|s\rangle\frac{\langle s|\delta V|0\rangle}{E_0-E_s}+O(\lambda^2).$$

The lost weight is the squared norm of $(1-P_k)|\psi\rangle$. This operator removes $|0\rangle$ and all states of momentum $k$, and keeps the others. Therefore

$$1-W(k)=\lambda^2\sum_{s:\,k_s\ne k}\frac{|\langle s|\delta V|0\rangle|^2}{(E_0-E_s)^2}+O(\lambda^3).$$

Normalising $|\psi\rangle$ changes this only at order $\lambda^4$. Mixing with other bands at the same $k$ changes the wavefunction but costs no weight at this order. The expansion requires couplings that are small compared with the energy separations; it fails near a degeneracy that the disorder can mix.

## Worked example: a disordered chain

The example is a one-electron chain with the bare electron mass and the potential

$$V(x)=-\sum_jv_j\exp[-(x-x_j)^2/2s^2],$$

repeated with the supercell period. The ordered chain has spacing $a=0.33$ nm, depth $v_j=6.3$ eV and width $s=0.06$ nm. Its gap at the zone boundary is 3.03 eV and its conduction mass there is 0.178 electron masses.

Eight wells make a supercell of length $L=8\times0.33=2.64$ nm. From site 0 to site 7, the depth changes are $0.6,-0.4,0.2,-0.7,0.5,-0.1,0.3,-0.4$ eV, and the displacements are $12,-18,6,20,-15,9,-10,-4$ in units of $10^{-3}$ nm. A positive depth change makes the well deeper.

At $K=0$ the folding momenta are $k_j=2\pi j/L=2.380\,j$ nm$^{-1}$, with $j=0,\dots,7$. A plane wave with integer index $n$ belongs to $j=n\bmod8$. The lower band supplies eight levels, so the conduction edge is the ninth. Without disorder it has weight 1.0000 at the zone boundary, $j=4$. With disorder its weights are:

| $j$ | $k_j$ (nm$^{-1}$) | weight |
|---|---:|---:|
| 0 | 0.000 | 0.0003 |
| 1, 7 | 2.380, 16.660 | 0.0029 each |
| 2, 6 | 4.760, 14.280 | 0.0005 each |
| 3, 5 | 7.140, 11.900 | 0.0004 each |
| 4 | 9.520 | 0.9923 |

The rounded entries add to 1.0002; the unrounded total is 1.000000. The pairs are equal because this nondegenerate state at $K=0$ can be chosen real, which gives $C(-G)=C(G)^*$.

The large weight is built from the indices $n=\pm4$ and $n=\pm12$, at wavevectors $\pm9.520$ and $\pm28.560$ nm$^{-1}$:

$$W(k_4)=2(0.49504)+2(0.00111)+0.00001=0.99231 .$$

The final term collects all other waves of the class. The two largest waves differ by $2\pi/a$, a primitive reciprocal vector, so they represent the same Bloch momentum. Taking one coefficient instead of the class sum would give about 0.495 and would wrongly suggest that half the momentum character had been lost.

An independent finite-difference solution of the same chain, with 66 grid points per primitive cell and weights obtained from translations, gave the same edge energy, 2.0013 eV on the model's energy scale. The largest difference in the weights was $5.1\times10^{-9}$.

The lost weight is 0.0077, against 0.0076 from the first-order mixing sum. With the disorder Hamiltonian scaled by $+0.02$ and $-0.02$, the averaged loss divided by the quadratic law is 1.00000. The second result confirms the quadratic law for weak disorder. The first shows that first-order mixing gives nearly the whole loss in this chain at full disorder, which need not hold for another chain. In this chain the largest leakage goes to $j=1$ and 7, not to the momenta nearest the edge. This belongs to the chosen disorder pattern: averaged over random eight-cell chains, the largest leakage goes to $j=3$ and 5. The printed weights do not separate the coupling from the energy denominator, so they do not show which of the two favours these momenta.

## What the example leaves out

For a real comparison, the relevant regime is an indium-based amorphous oxide, with a gap of roughly 3 eV and a conduction mass of roughly 0.2 to 0.35 electron masses, depending on composition. The chain's mass is lighter, and its conduction edge is at the zone boundary, whereas that of the crystalline oxides is usually placed at the zone centre. The chain's edge state also has a node at every well centre, and about nine tenths of its first-order loss in the worked example is mixing with the lower band. The oxide conduction edge is mainly cation $s$ in character, so the chain does not represent the mechanism or the size of the loss in the oxide. There is also a structural difference: an amorphous network has no primitive lattice. One can impose a reference lattice and the weights will still total one, but their values then depend on that choice. The chain, which keeps one well near every lattice site, does not size this effect. It also omits electron interaction and the oxygen network.

Cell length matters strongly. In 40 random chains at each length, with depth changes and displacements drawn from normal distributions of standard deviation 0.442 eV and 0.0129 nm, the mean boundary weight is 0.990 for 8 cells, 0.966 for 16 and 0.901 for 32. The standard deviations between chains are 0.004, 0.022 and 0.060, so the means carry standard errors of about 0.001, 0.003 and 0.01. Samples of 1500, 800 and 300 chains move them to 0.989, 0.971 and 0.883. A weight near 0.99 in the short cell is therefore not a converged property of a long disordered chain.

Thermal motion was represented by independent frozen displacements at 300 K, using a rough phonon energy of 0.015 eV and an ion mass of 115 atomic mass units. Their rms value is 0.0066 nm. Added to the static disorder of the worked example, they lower the weight from 0.9923 to a mean of 0.9901 over 200 sets of displacements, which raises the lost weight by about 30%. The next level lies 0.991 eV above the edge, so its Boltzmann factor is negligible at $kT=0.0259$ eV. That spacing belongs to the short cell sampled at $K=0$; it does not describe the carrier distribution in a film.

A parabolic band with momentum-independent disorder coupling predicts a three-dimensional loss about 0.10 times that of the chain, for eight cells along each edge. The same assumptions predict in one dimension that the loss grows as $N^3$: the squared coupling falls as $1/N$, while the inverse squared level spacing grows as $N^4$. Doubling the chain from 8 to 16 cells would multiply the loss by eight. The 40-chain means give $0.034/0.010\approx3.4$ with a standard error of about 0.4, and the larger samples give $0.029/0.011\approx2.6$. The single parabolic band leaves out mixing with the lower band. In the first-order law averaged over disorder, this mixing supplies about two thirds of the loss at 8 cells and changes little with length, while the part from depth disorder within the conduction band approaches eightfold growth per doubling in longer chains. The factor 0.10 is therefore not a reliable correction to the chain result.

## Implementation conditions

1. Obtain $M$ from the two cells and confirm that it is integer. Otherwise the primitive translations do not close on the supercell and the classes above do not exist.
2. Compute $\ell(n)$ for each stored wave and add $|C|^2$ to that class. For spinors, add both components.
3. If a real-wavefunction format at $K=0$ stores only half the coefficients, restore $C(-G)=C(G)^*$ first. In some such formats the stored coefficients other than $C(0)$ carry a factor $\sqrt2$, so the stored half already totals one although its class weights can be wrong; remove this factor before restoring. The restored wave belongs to the class of $-G$, which can differ from that of $G$.
4. Check that the $N$ weights total one. This detects faulty normalisation, and missing coefficients unless the stored ones were rescaled to total one. It does not detect a wrong assignment to classes, because any partition of the waves gives the same total. An ordered supercell tests the grouping: each nondegenerate level must have a single weight of one. Its energy must also be a primitive band energy at the momentum assigned to it, which tests the momentum label. Make this test at a general $K$: with time-reversal symmetry $k$ and $-k$ have equal energies, so at $K=0$ a label built from $-G$ instead of $G$ would pass. For the same reason, this energy test cannot detect a reversal of the whole momentum, $K+G\to-(K+G)$, at any $K$; check that sign against the plane-wave convention of the code.

With ultrasoft or projector-augmented functions, the smooth coefficients obey $C^\dagger SC=1$ with an overlap matrix $S\ne1$. Their plain total is

$$\sum_G|C(G)|^2=1-C^\dagger(S-1)C,$$

which need not be one. Dividing by it restores the total, but gives the weights of the smooth function. The weight of the full state is $\langle\psi|P_k|\psi\rangle$, evaluated with the augmentation included.

The numerical output lists the weights and energies of the worked example and the 40-chain samples.

## Computed results

```
2D test: primitive cells N = 5, plane waves = 61
2D test: max error against Bloch overlaps = 6.7e-16
2D test: max error against translations = 3.6e-16
chain: spacing a = 0.33 nm, cells N = 8, length = 2.64 nm
well depth = 6.3 eV, Gaussian width = 0.06 nm
depth changes (eV): 0.6 -0.4 0.2 -0.7 0.5 -0.1 0.3 -0.4
displacements (nm): 0.012 -0.018000000000000002 0.006 0.02 -0.015 0.009000000000000001 -0.01 -0.004
rms depth change = 0.442 eV, rms displacement = 0.0129 nm
plane waves in chain basis = 73
ordered gap at zone boundary = 3.027 eV
ordered conduction mass = 0.178 electron masses
ordered edge energy = 2.0130 eV, disordered = 2.0013 eV
j, k (1/nm), ordered weight, disordered weight of edge state:
  0    0.000  0.0000  0.0003
  1    2.380  0.0000  0.0029
  2    4.760  0.0000  0.0005
  3    7.140  0.0000  0.0004
  4    9.520  1.0000  0.9923
  5   11.900  0.0000  0.0004
  6   14.280  0.0000  0.0005
  7   16.660  0.0000  0.0029
total of the eight disordered weights = 1.000000
squared coefficients in class j = 4 (index n, q in 1/nm, |C|^2):
   -12   -28.560  0.00111
    -4    -9.520  0.49504
     4     9.520  0.49504
    12    28.560  0.00111
  all other waves of this class: 0.00001
real-space grid: edge energy = 2.0013 eV, max weight error = 5.1e-09
larger basis: max weight change = 1.6e-12
degenerate pair: summed weights at j=3,5 = 1.0000, 1.0000
one standing wave: weights at j=3,5 = 0.5000, 0.5000
lost weight at j=4: full = 0.0077, first-order mixing = 0.0076
disorder scaled by 0.02: lost weight / first-order law = 1.00000
40 random chains, N = 8: boundary weight mean = 0.990, s.d. = 0.004
40 random chains, N = 16: boundary weight mean = 0.966, s.d. = 0.022
40 random chains, N = 32: boundary weight mean = 0.901, s.d. = 0.060
thermal input: T = 300 K, phonon = 0.015 eV, ion mass = 115 u
thermal rms displacement = 0.0066 nm
with thermal shifts: boundary weight mean = 0.9901, s.d. = 0.0028
next level above edge = 0.991 eV, kT = 0.0259 eV
Boltzmann factor of next level = 2.3e-17
rough lost-weight ratio, 3D to 1D = 0.101
```
